\section*{Muon pair production in electron–positron annihilation at lowest order}

\section*{The question}

An electron and a positron collide head-on with equal energies and annihilate into a muon pair,
\[
e^-(p_1)+e^+(p_2)\to\mu^-(k_1)+\mu^+(k_2).
\]
The beams are unpolarized and the muon spins are not observed. The task is to find the total cross section at lowest order in quantum electrodynamics, to evaluate it, and to say where it applies.

Momenta are multiplied by $c$ and masses by $c^2$, so that all of them are energies. The metric is $(+,-,-,-)$, $W$ is the total centre-of-mass energy, and $s=W^2$. The rest energies of the muon and electron are $m$ and $m_e$. Each particle carries energy $W/2$, so the speeds divided by $c$ are
\[
\beta=\sqrt{1-\frac{4m^2}{s}},\qquad \beta_e=\sqrt{1-\frac{4m_e^2}{s}} .
\]
The electron moves along the unit vector $\mathbf z$ and the $\mu^-$ along $\mathbf n$, with $\mathbf n\cdot\mathbf z=\cos\theta$. Spinors of the same momentum are orthogonal and normalized, $u_r^\dagger u_{r'}=v_r^\dagger v_{r'}=2E\,\delta_{rr'}$, which gives $\bar u_ru_{r'}=2m\,\delta_{rr'}$ and $\bar v_rv_{r'}=-2m\,\delta_{rr'}$.

The starting points are the Feynman rules and the general cross-section formula
\begin{equation}
\sigma=\frac{(\hbar c)^2}{F}\int\langle|\mathcal M|^2\rangle\,d\Phi,
\qquad F=4\sqrt{(p_1\cdot p_2)^2-m_e^4},
\label{start}
\end{equation}
\[
d\Phi=(2\pi)^4\delta^4(p_1+p_2-k_1-k_2)
\frac{d^3k_1}{(2\pi)^3 2E_1}\frac{d^3k_2}{(2\pi)^3 2E_2}.
\]
The angle brackets denote an average over initial spins and a sum over final spins. The factor $(\hbar c)^2$ turns an inverse energy squared into an area. The coupling is $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$.

\section*{Part (a): the amplitude}

\paragraph{Question.} Write down the amplitude and show that in the centre-of-mass frame only the spatial components of the currents matter.

\paragraph{Answer.} Muons and electrons are different particles, so the incoming electron line cannot continue into the final state. It must end on the positron, which leaves one diagram: the pair annihilates into a virtual photon of momentum $q=p_1+p_2$, and the photon creates the muons. With
\[
j_e^\mu=\bar v(p_2)\gamma^\mu u(p_1),\qquad
j_\mu^\nu=\bar u(k_1)\gamma^\nu v(k_2),
\]
two vertices and the propagator $-ig_{\mu\nu}/q^2$, where $q^2=s$, give
\begin{equation}
|\mathcal M|=\frac{4\pi\alpha}{s}\,|j_e\cdot j_\mu| .
\label{amp}
\end{equation}
The Dirac equation reads $\bar u(k_1)\,\gamma\cdot k_1=m\,\bar u(k_1)$ and $\gamma\cdot k_2\,v(k_2)=-m\,v(k_2)$. Since $q=k_1+k_2$ as well,
\[
q\cdot j_\mu=\bar u(k_1)(\gamma\cdot k_1+\gamma\cdot k_2)v(k_2)=(m-m)\,\bar u(k_1)v(k_2)=0 .
\]
The same steps with $m_e$ give $q\cdot j_e=0$. In the centre-of-mass frame $q=(W,\mathbf 0)$, so both time components vanish and $j_e\cdot j_\mu=-\mathbf j_e\cdot\mathbf j_\mu$.

\section*{Part (b): the spin sums}

\paragraph{Question.} Find the spin-summed current tensor of each pair, and from it $\langle|\mathcal M|^2\rangle$ as a function of $\theta$. Keep the electron mass.

\paragraph{Answer.} The first ingredient is the pair of spin sums
\[
\sum u\bar u=\gamma\cdot p+m,\qquad \sum v\bar v=\gamma\cdot p-m .
\]
To prove them, note that $\bar u\,(\gamma\cdot p)\,v$ equals both $m\,\bar uv$ and $-m\,\bar uv$, so $\bar uv=0$, and likewise $\bar vu=0$. Both sides of the first relation therefore turn $u$ into $2mu$ and $v$ into zero. Both sides of the second turn $v$ into $-2mv$ and $u$ into zero. The two $u$ and two $v$ spinors form a basis, so the matrices agree.

The second ingredient is the traces. The matrix $\gamma_5$ anticommutes with every $\gamma^\mu$ and has square one. Moving one $\gamma_5$ through three gamma matrices changes the sign, while the cyclic property of the trace restores the original expression, so the trace of three gamma matrices is zero. For two, $\gamma^a\gamma^b+\gamma^b\gamma^a=2g^{ab}$ gives $\mathrm{Tr}\,\gamma^a\gamma^b=4g^{ab}$. For four, moving $\gamma^a$ to the far right with this rule, and then back to the front by cyclicity, gives
\begin{equation}
\mathrm{Tr}\,\gamma^a\gamma^b\gamma^c\gamma^d
=4\left(g^{ab}g^{cd}-g^{ac}g^{bd}+g^{ad}g^{bc}\right).
\label{trace}
\end{equation}

For the muons, $(\bar u\gamma^jv)^*=\bar v\gamma^ju$, hence
\begin{align*}
\sum j_\mu^i j_\mu^{j*}
&=\mathrm{Tr}\left[(\gamma\cdot k_1+m)\gamma^i(\gamma\cdot k_2-m)\gamma^j\right]\\
&=4\left[k_1^ik_2^j+k_1^jk_2^i-g^{ij}(k_1\cdot k_2+m^2)\right].
\end{align*}
The terms linear in $m$ contain three gamma matrices and vanish. Write $\mathbf k_1=-\mathbf k_2=k\mathbf n$ with $k=\beta W/2$. Then
\[
k_1\cdot k_2+m^2=\frac s4+k^2+m^2=\frac s2,
\]
because $k^2+m^2=s/4$. With $g^{ij}=-\delta_{ij}$ and $8k^2=2s\beta^2$,
\begin{equation}
\sum j_\mu^i j_\mu^{j*}=2s\left(\delta_{ij}-\beta^2n_in_j\right).
\label{tensor}
\end{equation}
The annihilation current is the complex conjugate of a creation current, and the tensor is real. The electron tensor is therefore $2s(\delta_{ij}-\beta_e^2z_iz_j)$.

There are four initial spin states, so the average brings a factor $1/4$:
\begin{align}
\langle|\mathcal M|^2\rangle
&=\frac14\,\frac{(4\pi\alpha)^2}{s^2}\,4s^2\sum_{ij}
(\delta_{ij}-\beta_e^2z_iz_j)(\delta_{ij}-\beta^2n_in_j)\nonumber\\
&=(4\pi\alpha)^2\left[3-\beta_e^2-\beta^2+\beta_e^2\beta^2\cos^2\theta\right].
\label{msq}
\end{align}
The 3 is $\sum_{ij}\delta_{ij}\delta_{ij}$, and the last term is $\beta_e^2\beta^2(\mathbf z\cdot\mathbf n)^2$.

\section*{Part (c): the total cross section}

\paragraph{Question.} Evaluate the flux factor and the phase space, integrate over angle, and then neglect the electron mass. How large is the error of that last step?

\paragraph{Answer.} Let $E=W/2$ and let $p=\beta_eW/2$ be the beam momentum. Then $p_1\cdot p_2=E^2+p^2$ and $m_e^2=E^2-p^2$, so
\[
F=4\sqrt{(E^2+p^2)^2-(E^2-p^2)^2}=8Ep=2s\beta_e .
\]
In the phase space, the momentum delta function removes $d^3k_2$ and sets $E_1=E_2=E_k=\sqrt{k^2+m^2}$. From $k\,dk=E_k\,dE_k$ we have $k^2dk=kE_k\,dE_k$, and $\delta(W-2E_k)$ contributes a factor $1/2$:
\[
d\Phi=\frac{1}{4\pi^2}\,\frac{kE_k}{4E_k^2}\,\frac12\,d\Omega
=\frac{k}{32\pi^2E_k}\,d\Omega=\frac{\beta}{32\pi^2}\,d\Omega .
\]
The integral over all directions is $\beta/(8\pi)$ times the mean over the sphere. The mean of $\cos^2\theta$ is $1/3$, and the bracket in (\ref{msq}) then factorizes:
\[
3-\beta_e^2-\beta^2+\tfrac13\beta_e^2\beta^2=\tfrac13(3-\beta_e^2)(3-\beta^2).
\]
Collecting the factors in (\ref{start}),
\begin{align}
\sigma&=\frac{(\hbar c)^2}{2s\beta_e}\,\frac{\beta}{8\pi}\,16\pi^2\alpha^2\,
\frac{(3-\beta_e^2)(3-\beta^2)}{3}\nonumber\\
&=\frac{\pi\alpha^2(\hbar c)^2}{3s}\,\frac{\beta}{\beta_e}\,(3-\beta_e^2)(3-\beta^2).
\label{both}
\end{align}
Setting $\beta_e=1$ gives $3-\beta_e^2=2$, and
\begin{equation}
\boxed{\;\sigma=\frac{4\pi\alpha^2(\hbar c)^2}{3s}\;\frac{\beta(3-\beta^2)}{2}\;}
\label{main}
\end{equation}

The ratio of (\ref{both}) to (\ref{main}) is $(3-\beta_e^2)/(2\beta_e)$. With $y=m_e^2/s$ and $\beta_e^2=1-4y$ it equals
\[
(1+2y)(1-4y)^{-1/2}=(1+2y)(1+2y+\dots)=1+4y+\dots
\]
Keeping the electron mass raises $\sigma$ by the fraction $4m_e^2/s$ to leading order. At $W=0.30$ GeV this is $1.2\times10^{-5}$.

\section*{Part (d): high energy and threshold}

\paragraph{Question.} Find the limit of (\ref{main}) for $s\gg4m^2$ as a number of nanobarns, with its first mass correction. Then find the behaviour just above threshold. State the conditions of validity.

\paragraph{Answer.} For $\beta\to1$ the factor $\beta(3-\beta^2)/2$ tends to 1. With $\alpha=0.007297353$ and $(\hbar c)^2=3.89379\times10^5\ \mathrm{nb\,GeV^2}$,
\[
\frac{4\pi}{3}\alpha^2(\hbar c)^2
=4.18879\times5.32514\times10^{-5}\times3.89379\times10^5\ \mathrm{nb\,GeV^2}
=86.85\ \mathrm{nb\,GeV^2},
\]
so that
\begin{equation}
\sigma\simeq\frac{87\ \mathrm{nb}}{s/\mathrm{GeV}^2}.
\label{limit}
\end{equation}
The muon mass has dropped out, and $s$ is then the one remaining energy scale. An area must therefore be $(\hbar c)^2/s$ times a number.

For the correction put $x=m^2/s$. Then $\beta=\sqrt{1-4x}$, $(3-\beta^2)/2=1+2x$, and
\[
(1-2x-2x^2-\dots)(1+2x)=1+(2-2)x+(-2-4)x^2+\dots=1-6x^2+\dots
\]
The first-order terms cancel: the loss of phase space is offset by the growth of the spin factor. At $W=1$ GeV, $6m^4/s^2=7.5\times10^{-4}$, while the full formula lies $7.6\times10^{-4}$ below the limit, relative to the limit. The small difference comes from higher powers of $x$.

Near threshold $\beta\to0$ and the factor becomes $3\beta/2$. The $\beta$ is phase space. The $3/2$ comes from the angular bracket $2-\beta^2+\beta^2\cos^2\theta$, whose mean is $2$ for slow muons and $4/3$ for fast ones. At $W=0.22$ GeV, $\beta=0.278$ and $3\beta/2=0.417$, against $0.406$ from the full factor.

Three conditions limit these results.
\begin{itemize}
\item Exchange of a $Z$ boson is left out, so $W$ must stay well below the $Z$ rest energy, roughly 91 GeV.
\item Higher orders in $\alpha$ are left out, including radiation and the conversion of the virtual photon into hadrons. The latter need not be small close to a narrow hadronic resonance. Radiation from the beams is enhanced by a logarithm of the electron mass: its size is set by $(2\alpha/\pi)[\ln(s/m_e^2)-1]$, which is 0.05 to 0.08 for $W$ between 0.22 and 5 GeV. If all photons are accepted it lowers $\sigma$ by roughly 10\% at $W=0.22$ GeV and raises it by roughly 30\% at 5 GeV. The smallness of the electron-mass effect found in part (c) therefore holds at lowest order only.
\item Very slow muons attract each other appreciably. At a separation $\hbar c/k$ with $k\simeq m\beta$, their Coulomb energy is about $\alpha m\beta$, while their kinetic energy is $m\beta^2$. The ratio is $\alpha/\beta$. The nonrelativistic Coulomb problem supplies the number in front: the attraction multiplies the cross section by $X/(1-e^{-X})$ with $X=\pi\alpha/\beta$, which is $1+\pi\alpha/2\beta$ to first order. This is about 4\% at $W=0.22$ GeV and still about 17\% at $\beta=10\alpha$, so (\ref{main}) requires $\beta\gg\pi\alpha$. For $\beta\to0$ the product of $\beta$ and this factor tends to $\pi\alpha$, so the linear vanishing at threshold is a property of the lowest order only.
\end{itemize}

\section*{Part (e): a numerical case}

\paragraph{Question.} Evaluate $\sigma$ at $W=0.30$ GeV, with $m=0.105658$ GeV, and compare with (\ref{limit}) over a range of energies.

\paragraph{Answer.} Here $s=0.0900\ \mathrm{GeV^2}$ and $4m^2/s=0.49616$. Hence
\[
\beta^2=0.50384,\qquad \beta=0.70981,\qquad \frac{3-\beta^2}{2}=1.24808,
\]
and the product of the last two is $0.8859$. The limiting formula gives $86.854/0.0900=965.0$ nb, so
\[
\sigma=0.8859\times965.0\ \mathrm{nb}=855\ \mathrm{nb}=8.55\times10^{-35}\ \mathrm{m^2}.
\]
Phase space alone would reduce the limiting value by 29\%. The spin factor raises it by 25\%, and the net reduction is 11\%.

\begin{center}
\begin{tabular}{ccccc}
$W$ (GeV) & $\beta$ & $\sigma$ (nb) & limit (nb) & ratio\\
0.22 & 0.278 & 729 & 1795 & 0.406\\
0.25 & 0.534 & 1008 & 1390 & 0.725\\
0.30 & 0.710 & 855 & 965 & 0.886\\
0.50 & 0.906 & 343 & 347 & 0.987\\
1.00 & 0.977 & 86.8 & 86.9 & 0.999\\
5.00 & 0.999 & 3.47 & 3.47 & 1.000
\end{tabular}
\end{center}
These are values of the lowest-order formula. The corrections listed in part (d) are not included, and the effect of radiation depends on which photons a measurement accepts. The digits shown therefore give the value of the formula, not the accuracy of a prediction for a measurement. The numerical output below also gives the cross section obtained by summing explicit spinor amplitudes.

\section*{Part (f): the role of helicity}

\paragraph{Question.} Which helicities contribute when the electron is massless, and what fraction of $\sigma$ has muons of equal helicity?

\paragraph{Answer.} Split the muon tensor into parts across and along $\mathbf n$:
\[
\delta_{ij}-\beta^2n_in_j=(\delta_{ij}-n_in_j)+(1-\beta^2)n_in_j .
\]
A rotation about $\mathbf n$ leaves both momenta unchanged and multiplies the current by a phase fixed by the total spin component along $\mathbf n$. The current component along $\mathbf n$ does not change under this rotation, so it needs total spin component 0. The transverse components need $\pm1$. The muons move in opposite directions, so equal helicities mean opposite spins along $\mathbf n$ and a total of 0, while opposite helicities give $\pm1$. The first part of the tensor therefore belongs to opposite helicities and the second to equal ones.

The same split for the beams gives equal helicities the weight $1-\beta_e^2$, which vanishes for a massless electron. The beam tensor is then proportional to $\delta_{ij}-z_iz_j$, and contraction gives
\[
\text{opposite: }3-1-1+\cos^2\theta=1+\cos^2\theta,\qquad
\text{equal: }(1-\beta^2)\sin^2\theta .
\]
Their means over the sphere are $4/3$ and $2(1-\beta^2)/3$, so the equal-helicity fraction is
\[
\frac{2(1-\beta^2)/3}{4/3+2(1-\beta^2)/3}=\frac{1-\beta^2}{3-\beta^2}.
\]
At $W=0.30$ GeV this is $0.49616/2.49616=0.199$. It tends to $1/3$ at threshold and to zero at high energy.

\section*{Part (g): the maximum}

\paragraph{Question.} The lowest-order cross section (\ref{main}) vanishes at threshold and falls at high energy. At what energy is it largest?

\paragraph{Answer.} From $\beta^2=1-4m^2/s$ we have $1/s=(1-\beta^2)/4m^2$, so $\sigma$ is proportional to
\[
f(\beta)=\beta(3-\beta^2)(1-\beta^2)=3\beta-4\beta^3+\beta^5 .
\]
Setting $f'(\beta)=3-12\beta^2+5\beta^4=0$ gives $\beta^2=(6\pm\sqrt{21})/5$. The upper sign gives $\beta^2>1$ and is excluded. The lower sign gives $\beta^2=0.2835$. Since $f'(0)=3$ and $f'(1)=-4$, this single stationary point is the maximum. It lies at
\[
W=\frac{2m}{\sqrt{1-\beta^2}}=\frac{0.211317\ \mathrm{GeV}}{\sqrt{0.7165}}=0.2496\ \mathrm{GeV},
\]
where $\sigma=1008$ nb. The position is a fixed multiple, about 1.18, of the threshold energy. Below it the rise of the phase-space factor $\beta$ outweighs the fall of the other two factors, and above it $1/s\propto1-\beta^2$ and the spin factor $3-\beta^2$ together outweigh it. The spin factor matters for the position: $\beta(1-\beta^2)$ alone has derivative $1-3\beta^2$ and would peak later, at $\beta^2=1/3$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
fine-structure constant alpha = 0.007297353
1/alpha = 137.0360
hbar c = 1.973270e-16 GeV m
(hbar c)^2 = 3.89379e+05 nb GeV^2
muon rest energy m = 0.1056584 GeV
electron rest energy = 5.109990e-04 GeV
threshold energy 2m = 0.211317 GeV
COEFFICIENT 4 pi alpha^2 (hbar c)^2 / 3
coefficient = 86.854 nb GeV^2
coefficient = 8.6854e-36 m^2 GeV^2
WORKED EXAMPLE, W = 0.30 GeV
s = 0.0900 GeV^2
4 m^2/s = 0.49616
beta^2 = 0.50384
beta = 0.70981
spin factor (3-beta^2)/2 = 1.24808
beta(3-beta^2)/2 = 0.88591
phase space beta/(8 pi) = 0.028243
phase space, numerical = 0.028243
angular bracket at 0 degrees = 2.00000
angular bracket at 90 degrees = 1.49616
angular bracket, mean over sphere = 1.66411
equal-helicity share of sigma = 0.19877
coefficient/s = 965.05 nb
sigma, formula = 854.94 nb
sigma, spinors = 854.94 nb
sigma, formula = 8.5494e-35 m^2
relative shift from electron mass = 1.161e-05
TABLE: W (GeV), beta, sigma (nb), coefficient/s (nb), ratio
0.22  0.27817  729.467  1794.514  0.4064984
0.25  0.53434  1007.835  1389.672  0.7252323
0.30  0.70981  854.943  965.050  0.8859061
0.50  0.90630  342.986  347.418  0.9872420
1.00  0.97742  86.789  86.854  0.9992408
5.00  0.99911  3.474  3.474  0.9999988
6 m^4/s^2 at W = 1 GeV: 7.478e-04
MAXIMUM OF SIGMA
beta^2 = 0.28348, beta = 0.53243
W = 0.24964 GeV
W, numerical search = 0.24964 GeV
sigma = 1007.85 nb
\end{verbatim}
